# Anisotropic point-charge image corrections for charged defects in supercells

## What the setting computes

A charged defect in a periodic supercell interacts with its own copies. The point-charge image correction removes the leading part of this interaction. Its inputs are the defect charge $q$ (in units of $e$), the cell and the permittivity tensor $\varepsilon$ of the host. An Ewald sum adds a splitting parameter $\gamma$ and a cutoff, which are numerical and must not affect the result.

Rydberg atomic units are used: $e^2=2$, lengths in bohr, energies in Ry. The lattice vectors are $\mathbf R$, the reciprocal vectors $\mathbf G$, the cell volume $\Omega$. The medium is uniform, linear and local, and $\varepsilon$ is real, symmetric and positive definite. I write $D=\det\varepsilon$ and

$$s(\mathbf r)=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}.$$

Each cell holds one point charge and a uniform background of opposite total charge. The potential $\phi$ of a unit charge is defined without the factor $e^2$, by $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$, and its cell average is set to zero. Since the cell is neutral, its energy does not depend on that choice; with it, the background contributes nothing to $\tfrac12\int\rho\phi$. If $v$ is the potential at the charge after removal of the charge's own potential in the infinite medium, the image energy per cell is

$$E=\tfrac12e^2q^2v=q^2v\ \text{Ry}.$$

The factor ½ is that of charging a linear medium. The periodic calculation contains $E$ and the isolated defect does not, so the correction to add is $-E$. Locating the band edge relative to the cell's mean potential is a separate task.

## The Ewald sum with a tensor

**One charge.** Put $\mathbf r=\varepsilon^{1/2}\mathbf r'$. Then $\nabla=\varepsilon^{-1/2}\nabla'$, so $\nabla\cdot\varepsilon\nabla=\nabla'^2$. Volumes obey $d^3r=\sqrt D\,d^3r'$, hence $\delta(\mathbf r)=\delta(\mathbf r')/\sqrt D$. The equation becomes $\nabla'^2\phi=-4\pi\delta(\mathbf r')/\sqrt D$, and because $|\mathbf r'|=s$,

$$\phi(\mathbf r)=\frac{1}{\sqrt D\,s(\mathbf r)} .$$

**Splitting charge.** This potential falls off too slowly to be summed directly. Subtract from each point charge, and add back, a unit Gaussian that is spherical in the primed coordinates. Its Fourier transform is $e^{-\mathbf k\cdot\varepsilon\mathbf k/4\gamma^2}$. The Gaussian charge within primed radius $s$ is

$$Q(s)=\frac{4\gamma^3}{\sqrt\pi}\int_0^s t^2e^{-\gamma^2t^2}dt=\operatorname{erf}(\gamma s)-\frac{2\gamma s}{\sqrt\pi}e^{-\gamma^2s^2},$$

as differentiating the right side confirms. Gauss's law gives $-d\phi/ds=Q/(\sqrt D\,s^2)$, whose solution vanishing at infinity is $\operatorname{erf}(\gamma s)/(\sqrt D\,s)$. At the centre it equals $2\gamma/\sqrt{\pi D}$.

**Four terms.** A point charge minus its Gaussian has the short-ranged potential $\operatorname{erfc}(\gamma s)/(\sqrt D\,s)$. The Gaussians and the background are smooth. In Fourier space the field equation reads $\mathbf G\cdot\varepsilon\mathbf G\,\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$ with $\rho_{\mathbf G}=e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}/\Omega$; the background cancels $\mathbf G=0$. This part has zero mean, but the short-ranged part has the mean

$$\frac1\Omega\int\frac{\operatorname{erfc}(\gamma s)}{\sqrt D\,s}d^3r=\frac{4\pi}{\Omega}\int_0^\infty t\operatorname{erfc}(\gamma t)\,dt=\frac{\pi}{\Omega\gamma^2},$$

where integration by parts gives $1/4\gamma^2$ for the last integral. It must be subtracted. Finally, at the site itself, the short-ranged potential of the central charge minus its full potential is $-\operatorname{erf}(\gamma s)/(\sqrt D\,s)$, which tends to $-2\gamma/\sqrt{\pi D}$. Therefore

$$v=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma s_{\mathbf R})}{\sqrt D\,s_{\mathbf R}}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\mathbf G}-\frac{\pi}{\Omega\gamma^2}-\frac{2\gamma}{\sqrt{\pi D}} .$$

The tensor enters inverted in real space and directly in reciprocal space.

## Why the splitting parameter drops out

Differentiate the four terms. The real-space sum gives $-(2/\sqrt{\pi D})\sum_{\mathbf R\ne0}e^{-\gamma^2s_{\mathbf R}^2}$, and the self term supplies the missing $\mathbf R=0$. In the reciprocal sum the factor $\mathbf G\cdot\varepsilon\mathbf G/2\gamma^3$ from the exponent cancels the denominator, and the background term supplies $\mathbf G=0$:

$$\frac{dv}{d\gamma}=-\frac{2}{\sqrt{\pi D}}\sum_{\mathbf R}e^{-\gamma^2s_{\mathbf R}^2}+\frac{2\pi}{\Omega\gamma^3}\sum_{\mathbf G}e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}.$$

Poisson summation states $\sum_{\mathbf R}f(\mathbf R)=\Omega^{-1}\sum_{\mathbf G}\hat f(\mathbf G)$. For $f=e^{-\gamma^2s^2}$ the transform is $\hat f=\sqrt D\,\pi^{3/2}\gamma^{-3}e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}$. Inserted in the first sum, it gives minus the second, so $dv/d\gamma=0$.

The proof also shows what a scan over $\gamma$ can reveal. It exposes a missing background term, a wrong self term or a cutoff that is too short. It cannot expose a tensor that is wrong throughout, such as $\varepsilon^{-1}$ in place of $\varepsilon$, because the identity holds for every positive definite tensor.

A check that can expose such a mistake in the formula, though not wrong input values, starts from the definition. Take ordinary spherical Gaussians of width $\sigma$, whose density has the transform $e^{-k^2\sigma^2/2}$, and subtract the isolated energy from the periodic one:

$$w(\sigma)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{\mathbf G\cdot\varepsilon\mathbf G}-\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{-k^2\sigma^2}}{\mathbf k\cdot\varepsilon\mathbf k}\ \xrightarrow{\sigma\to0}\ v .$$

The test used a triclinic cell with vectors $(10,0,0)$, $(2,11,0)$, $(1,-2,12)$ bohr and a tensor with $xx,yy,zz=12,8,5$ and $xy,xz,yz=1.5,-2,1$. Extrapolation to $\sigma=0$ gave $-0.031549193$ bohr$^{-1}$, equal to the Ewald value in every printed digit. Changing $\gamma$ from half to twice its balanced value moved the Ewald result by a relative $2\times10^{-15}$.

## Choosing the numerical parameters

Both sums are spherical in primed coordinates, where the cell volume is $\Omega'=\Omega/\sqrt D$. Keep $s_{\mathbf R}\le x/\gamma$ and $\sqrt{\mathbf G\cdot\varepsilon\mathbf G}\le2\gamma x$, so that both cutoffs stand at a Gaussian factor $e^{-x^2}$. Dividing the sphere volumes by the volume per point gives the numbers of vectors

$$N_R\simeq\frac{4\pi}{3}\frac{x^3}{\gamma^3\Omega'},\qquad N_G\simeq\frac{4\pi}{3}\frac{(2\gamma x)^3\Omega'}{(2\pi)^3}.$$

They are equal when $\gamma^6=\pi^3/\Omega'^2$, which fixes the balanced value

$$\gamma_0=\sqrt\pi\left(\frac{\sqrt D}{\Omega}\right)^{1/3}.$$

In a skewed cell the search must not miss vectors. Write $\mathbf R=\sum_in_i\mathbf a_i$ and $M_{ij}=\mathbf a_i\cdot\varepsilon^{-1}\mathbf a_j$, so that $s^2=n^TMn$. Since $n_i$ is the scalar product of $M^{-1/2}e_i$ (with $e_i$ the $i$-th unit vector) and $M^{1/2}n$, the Cauchy–Schwarz inequality gives $|n_i|\le s_{\max}\sqrt{(M^{-1})_{ii}}$. The same box serves for $\mathbf G$, with the reciprocal basis and $\varepsilon$ in place of $\varepsilon^{-1}$.

All omitted terms are positive, so a short cutoff makes $v$ too negative. In the example below the error at $\gamma_0$ is $-0.6$ meV for $x=2$, $-1.4\times10^{-6}$ eV for $x=3$ and $-5\times10^{-9}$ eV for $x=4$. For cells like this one, $x=4$ is ample. If $\gamma$ is changed, both cutoffs must move with it.

## The isotropic cubic limit

For a simple cubic cell of side $L$ and scalar $\varepsilon$, $\sqrt D=\varepsilon^{3/2}$ and $s_{\mathbf R}=R/\sqrt\varepsilon$. Put $\gamma=\sqrt\varepsilon\,\eta/L$, $\mathbf R=L\mathbf n$ and $\mathbf G=2\pi\mathbf m/L$. Each term then carries the factor $1/(\varepsilon L)$, and

$$v=-\frac{\alpha}{\varepsilon L},\qquad \alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}-\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{\pi m^2}.$$

At $\eta=\sqrt\pi$ the first two terms are $2+1$ and the sums are positive, so $\alpha<3$. The Ewald value is $\alpha=2.837297$.

A direct sum without splitting confirms it. Fill a large cube with neutral cubic cells, each a central unit charge in its background, and add their potentials at the middle, leaving out that of the point charge located there. For this charge-only problem ($\varepsilon=1$), the mean potential of such an array is the $k\to0$ limit of $4\pi\rho(k)/(\Omega k^2)$, where $\rho(k)$ is the transform of one cell. By cubic symmetry $\rho(k)\simeq-\tfrac16k^2\int\rho r^2d^3r$, and $\int\rho r^2d^3r=-L^2/4$, so the mean is $\pi/(6L)$. Subtracting it and extrapolating in the size of the large cube gave $2.8372975$.

**Weak anisotropy.** At scalar $\varepsilon$ the derivative $\partial v/\partial\varepsilon_{ij}$ has the symmetry of the lattice. For a cubic lattice it must be proportional to $\delta_{ij}$, so a traceless change of $\varepsilon$ has no first-order effect. Halving a one per cent traceless change reduced the shift of $v$ by a factor 4.000 for a cubic cell, the mark of second order. For a tetragonal cell with edges 20, 20 and 30 bohr the factor was 1.991, the mark of first order. Replacing a weakly anisotropic tensor by one third of its trace is therefore justified to first order in a cubic supercell, but not in general.

## Worked example: an acceptor in a layered host

Take an ionised acceptor, $q=-1$, in a hexagonal host with $a=0.32$ nm, $c=1.23$ nm, in-plane permittivity 15 and out-of-plane permittivity 6. The $4\times4\times1$ supercell has $\Omega=11777.5$ bohr$^3$. With $\sqrt D=\sqrt{15\cdot15\cdot6}=36.74$,

$$\gamma_0=\sqrt\pi\,(36.74/11777.5)^{1/3}=0.2590\ \text{bohr}^{-1}.$$

The real, reciprocal, background and self terms add up to

$$0.000585+0.000992-0.003977-0.007954=-0.010354\ \text{Ry}.$$

At $0.6\gamma_0$ the real-space term is nine times larger and the reciprocal term nearly vanishes, yet the total is unchanged in all ten printed decimals. The image energy is $-0.141$ eV, and the correction to add is $+0.141$ eV.

**Orientation.** Turn the crystal by 30° about $x$. The tensor acquires $\varepsilon_{yz}=(15-6)\sin30°\cos30°=3.90$, with $\varepsilon_{yy}=12.75$ and $\varepsilon_{zz}=8.25$. Cell and tensor turned together give the same energy. Keeping the diagonal entries alone gives $-0.1448$ eV, an error of 4 meV, or 3 % of the image energy. Enter the tensor in the Cartesian frame of the cell, with its off-diagonal entries.

**Scalar averages.** The arithmetic mean of the principal permittivities is 12 and the geometric mean is 11.05. The image energies in eV are:

| Cell | Tensor | $\varepsilon=12$ | $\varepsilon=11.05$ |
|---|---|---|---|
| 4×4×1 | −0.141 | −0.143 | −0.155 |
| 8×8×1 | −0.096 | −0.076 | −0.082 |
| 12×12×1 | −0.065 | −0.036 | −0.039 |

The good agreement of $\varepsilon=12$ in the first row does not carry over to the other shapes. In $12\times12\times1$ it misses 44 % of the tensor result.

## Flat cells: a second limit

In primed coordinates the problem is isotropic, apart from an overall $1/\sqrt D$. What matters is thus the shape of the cell after each principal length is divided by the square root of its permittivity. When the primed in-plane edges are much longer than the primed height $c'$, the charges form well-separated chains along $c$.

At a site, the other charges of a chain with $N$ neighbours on each side give $(2/c')(\ln N+C)$, where $C=0.577$ is Euler's constant. A uniform line of the same length and charge gives $(2/c')\ln(2Nc'/r)$ at distance $r$. The site value therefore follows from the line formula on replacing $-\ln r$ by $C-\ln2c'$.

Now surround the line by its share of background, approximated as a circular cylinder of radius $\rho$ with $\pi\rho^2c'=\Omega'$. The field inside is $2(1-r^2/\rho^2)/(c'r)$, and outside it is zero. Integration from $r$ to $\rho$ gives

$$\phi(r)=\frac{2}{c'}\left[\ln\frac{\rho}{r}-\frac12+\frac{r^2}{2\rho^2}\right],$$

whose mean over the cylinder is $1/(2c')$. Subtracting the mean, setting $r=0$ in the last term and making the replacement yields

$$v\simeq\frac{2}{\sqrt D\,c'}\left[\ln\frac{\rho}{2c'}+C-\frac34\right].$$

For $12\times12\times1$, $c'=1.23/\sqrt6=0.502$ nm and $\rho=0.521$ nm, so the bracket is $-0.83$. With $e^2/2=0.720$ eV nm, the energy is $-0.065$ eV, in agreement with the table. For scalar $\varepsilon=12$ the real lengths $c=1.23$ nm and $\rho=2.02$ nm apply, and the same formula gives $-0.036$ eV. The scalar mean raises the prefactor by a quarter, but the wrong effective cell shape more than halves the bracket, and this second effect dominates.

The limit also carries a warning. The bracket changes sign near $\rho=2.4c'$ and then grows logarithmically. Enlarging the cell in the plane alone does not lead to the isolated defect, because the chains along $c$ remain. A small image energy near the sign change is a cancellation and no evidence of isolation. Enlarging all edges by a common factor $\ell$ gives $v\propto1/\ell$, as the substitution $\gamma\to\gamma/\ell$ shows; accordingly the $8\times8\times2$ cell has half the energy of $4\times4\times1$.

## What remains after the correction

**Charge width and nonlocal screening.** Let the defect charge be a Gaussian of width $\sigma$, and let screening weaken at short range as $\varepsilon(k)=1+(\varepsilon-1)/(1+\lambda^2k^2)$. For scalar $\varepsilon$ in a cubic cell, the interaction differs from that of point charges by

$$\Delta(k)=\frac{4\pi}{k^2}\left[\frac{e^{-k^2\sigma^2}}{\varepsilon(k)}-\frac1\varepsilon\right],\qquad \Delta(0)=4\pi\left[-\frac{\sigma^2}{\varepsilon}+\frac{\lambda^2(\varepsilon-1)}{\varepsilon^2}\right].$$

In real space $\Delta$ is short-ranged. By Poisson summation, the sum over all $\mathbf G$ divided by $\Omega$, minus the isolated integral, is the sum of the real-space $\Delta$ over $\mathbf R\ne0$, which is exponentially small. (Sum and integral each diverge at large $k$ because of the point-charge term; a common convergence factor is understood, removed after the subtraction.) The periodic sum lacks $\mathbf G=0$, so $v$ shifts by

$$-\frac{\Delta(0)}{\Omega}=\frac{4\pi}{\Omega}\left[\frac{\sigma^2}{\varepsilon}-\frac{\lambda^2(\varepsilon-1)}{\varepsilon^2}\right].$$

The two effects have opposite signs and decay as the inverse volume. With a tensor, $\Delta$ at small $k$ depends on direction and the lattice sum must be done numerically. For the $4\times4\times1$ example, an assumed $\sigma=0.10$ nm gives $+2.8$ meV, and an assumed $\lambda=0.15$ nm adds $-7.2$ meV. Doubling all edges from twice to four times the original size reduced the width shift with a fitted power of 3.0 in $1/L$. When cells of one shape are compared, corrected energies should therefore be extrapolated in $1/\Omega$, provided the defect charge stays localised and unchanged and the tensor is accurate. An error in the tensor leaves a remainder in $1/L$ that this extrapolation does not remove: with a tensor 10 % too large, extrapolating in $1/\Omega$ from $4\times4\times1$ and $8\times8\times2$ misses the limit by about 5 meV.

**Permittivity.** Since $v$ scales as $1/\varepsilon$, a tensor 10 % too large changes the image energy by $0.141(1-1/1.1)=0.013$ eV, more than the width, nonlocal and free-carrier shifts estimated in this section for the values assumed. The tensor should describe the response that the supercell is allowed: electronic response alone if the ions are held fixed, electronic and ionic response if they relax.

**Free carriers.** The target of the correction is one charge in an infinite insulator. In a doped crystal, nondegenerate holes of density $n$ respond to a weak potential and add a screening term. In primed coordinates the equation is $\nabla'^2\phi-\kappa^2\phi=-4\pi\delta(\mathbf r')/\sqrt D$, with $\kappa^2=4\pi e^2n/kT=8\pi n/kT$. Its solution $e^{-\kappa s}/(\sqrt D\,s)$ exceeds the unscreened potential by $-\kappa/\sqrt D$ at the charge, so the energy shifts by $-q^2\kappa/\sqrt D$. For $n=10^{17}$ cm$^{-3}$ at 300 K this is $-5$ meV, with screening lengths of 15 nm in the plane and 9 nm across it. For an assumed hole mass of 0.7 electron masses, $n$ is 0.7 % of the band density of states, so the holes are nondegenerate. The linear treatment fails close to the acceptor, where the potential energy exceeds $kT$. For the unscreened potential this region reaches about 6 nm in the plane and 4 nm across it, and an ellipsoid with the screening lengths as semi-axes holds only 0.8 holes on average. Binding of a hole to the acceptor is also left out; with the same mass and tensor, a variational effective-mass estimate gives a binding energy near 0.08 eV and radii of 0.8 to 0.9 nm, far larger in energy than the screening shift and comparable in size with the edges of the $4\times4\times1$ cell. The $-5$ meV is therefore an order-of-magnitude estimate.

**The real case.** The parameters are rough values in the regime of bulk MoS$_2$, and the acceptor is of the kind that niobium on a molybdenum site provides. The supercell corresponds to $5.7\times10^{20}$ defects per cm$^3$, far above the carrier density just used; it serves to compute a dilute defect and does not represent such a doping level. A real doped crystal breaks the assumption of an insulating host. At the carrier density used above the linear estimate of this effect is a few meV. It grows as $\sqrt n$ while the holes are nondegenerate, and more slowly once they become degenerate. A layered crystal is also not uniform on the scale of a cell only two layers high. In a model stack of slabs with permittivity 16.8 and thickness 0.545 nm, separated by empty gaps of 0.07 nm, which has the same averages 15 and 6, a charge at the centre of a slab has the image energy $-0.128$ eV in $4\times4\times1$ instead of $-0.141$ eV; in $8\times8\times2$ the difference falls to 2 meV. The third digit of the example therefore belongs to the uniform model and not to the crystal. The analysis does not cover a single layer in vacuum, where the permittivity is far from uniform at every cell size, or a defect whose charge spreads over the whole cell. The values behind the example are listed in the numerical output.

## Calculated quantities

```
INPUTS (rough, regime of bulk MoS2)
a = 0.32 nm, c = 1.23 nm, charge = -1 e
permittivity: in-plane 15.0, out-of-plane 6.0
4x4x1 cell volume = 1.7452 nm^3 = 11777.5 bohr^3
one defect per cell = 5.73e+20 cm^-3
TESTS
flux/(4 pi): enclosing 1.00000000, outside 2.2e-11
triclinic v: Ewald -0.031549193, definition -0.031549193 1/bohr
relative spread over gamma x 0.5 to 2: 1.8e-15
cubic alpha: Ewald 2.837297479, direct sum 2.8372975
shift ratio on halving anisotropy: cubic 4.000, tetragonal 1.991
EWALD TERMS, 4x4x1 (Ry): real, reciprocal, background, self, total
balanced gamma = 0.258988 bohr^-1
gamma x 0.6: 0.00541280 0.00005200 -0.01104677 -0.00477221 -0.0103541885
gamma x 1.0: 0.00058464 0.00099169 -0.00397684 -0.00795368 -0.0103541885
gamma x 1.6: 0.00000660 0.00391855 -0.00155345 -0.01272588 -0.0103541885
vectors at x = 6: real 166, reciprocal 158
cutoff x = 2: shift from x = 6 is -6.4e-04 eV
cutoff x = 3: shift from x = 6 is -1.4e-06 eV
cutoff x = 4: shift from x = 6 is -5.2e-09 eV
cutoff x = 5: shift from x = 6 is -1.5e-13 eV
RESULT, 4x4x1
image energy = -0.01035419 Ry = -0.14088 eV
correction to add = 0.14088 eV
scalar averages: arithmetic 12.000, geometric 11.052
CELLS (eV): full tensor, arithmetic, geometric
4x4x1: -0.14088 -0.14250 -0.15473
6x6x1: -0.11783 -0.10374 -0.11264
8x8x1: -0.09622 -0.07570 -0.08220
12x12x1: -0.06467 -0.03615 -0.03925
8x8x2: -0.07044 -0.07125 -0.07736
FRAME TURNED BY 30 deg ABOUT x
eps yy 12.7500, zz 8.2500, yz 3.8971
full tensor -0.14088 eV, diagonal only -0.14477 eV
NEGLECTED EFFECTS, 4x4x1
charge width 0.1 nm: 2.799 meV
same, all cell edges x2, x4: 0.3367, 0.04165 meV
decay power of width shift in 1/L: 3.015
nonlocal screening, length 0.15 nm: -7.245 meV
width and nonlocal screening together: -4.445 meV
permittivity 10 % higher: 12.807 meV
T = 300 K, holes = 1e+17 cm^-3, hole mass = 0.7 m_e
Debye length: in-plane 14.64 nm, out-of-plane 9.26 nm
free-hole shift of isolated charge: -5.184 meV
holes / band density of states: 0.0068
```
